Dissolution time of a buried layer of interstitial clusters

**The problem**

After ion implantation and a first short anneal, excess self-interstitials in a semiconductor can be stored in small clusters. As the clusters dissolve they release free interstitials, which speed up the diffusion of dopants that move with the help of interstitials. Near the clusters, this transient enhanced diffusion lasts about as long as they do, so the cluster lifetime is the first quantity to estimate.

Take the following model. Clusters holding N = 1.0 × 10¹⁴ interstitials per cm² lie in a thin layer at depth R = 50 nm. Depth x is measured from the surface, and everything depends on x alone. Free interstitials have a constant diffusivity D and meet no other traps and no vacancies. As long as any clusters remain, they exchange interstitials with their surroundings fast enough to pin the free concentration at the layer to a fixed value C_c. The surface is a perfect sink, which holds the free concentration at its equilibrium value C*. The transport product is

P = D (C_c − C*) = 1.0 × 10⁶ cm⁻¹ s⁻¹.

Until part (e), the region below the layer is closed: no interstitials flow into it. This is also the situation if that region has already filled to C_c, because a flat profile carries no flux.

(a) Assume a steady flux between layer and surface. How long do the clusters last, and when is half of their content gone?

(b) The gap between layer and surface starts without excess interstitials and must first fill. Find the correction to (a) for D = 1.0 × 10⁻¹¹ cm²/s.

(c) The clusters are now spread over depths from 20 to 80 nm. Which feature of their depth profile sets the lifetime?

(d) Suppose that the given 10⁶ cm⁻¹ s⁻¹ is the equilibrium product DC*, and that the clusters maintain a supersaturation S = C_c/C* = 101. What is the lifetime then, and what does it mean for a dopant?

(e) Return to the thin layer of (b), but let the region below be deep, open and initially free of excess interstitials. How much does the lifetime change?

**Hints**

For (a): in a steady state without sources the flux is the same at every depth in the gap. What shape must the concentration profile have?

For (b): write a conservation law for free and clustered interstitials together, multiply it by x, and integrate. The unknown flux at the surface then drops out, because it is multiplied by x = 0.

For (c): the identity from (b) makes no use of the layer being thin.

For (d): express C_c − C* through S and C*.

For (e): the layer feeds two regions. Find the amount each has taken up by time t and set the sum equal to N. In the deep region the concentration depends on depth and time through one combined variable.

**Solution**

**(a) Steady flux.** The diffusion equation is linear and C* is a constant, so C* can be subtracted everywhere. From here on, except in part (d), C means the excess over equilibrium. Then C = 0 at the surface, C = C_c at the layer, and P = DC_c.

In a steady state ∂²C/∂x² = 0, so the profile is a straight line through the two boundary values:

C(x) = C_c x/R.

The flux towards the surface, counted as positive, is D times the slope:

J = D ∂C/∂x = DC_c/R = P/R.

With R = 5.0 × 10⁻⁶ cm,

J = 10⁶/(5.0 × 10⁻⁶) = 2.0 × 10¹¹ cm⁻² s⁻¹.

Let M(t) be the clustered content that remains, with M(0) = N. Every interstitial that leaves comes from the clusters, so

dM/dt = −P/R,

M(t) = N − Pt/R.

The loss is linear in time because the pinned concentration does not depend on how many clusters are left. Setting M = 0 gives

t₀ = NR/P = (10¹⁴ × 5.0 × 10⁻⁶)/10⁶ s = 500 s,

or about 8.3 minutes. Half the content is gone at 250 s.

The lifetime grows in proportion to the depth, since a deeper layer has a smaller concentration gradient. It does not depend on D and C_c separately as long as the steady flux is a good description. Parts (b) and (e) show where D enters on its own.

**(b) Filling the gap.** Let T(x,t) be the total excess concentration, free plus clustered. Clusters do not move, and exchange between clusters and free interstitials leaves T unchanged. Only the free part diffuses:

∂T/∂t = D ∂²C/∂x².

Multiply by x and integrate from the surface to a depth L just below the layer. Integration by parts gives

d/dt ∫₀ᴸ xT dx = D [x ∂C/∂x]₀ᴸ − D ∫₀ᴸ (∂C/∂x) dx

= DL (∂C/∂x at L) − D [C(L) − C(0)].

The lower limit of the bracket vanishes because x = 0 there. The slope at L vanishes because the region below is closed. With C(L) = C_c and C(0) = 0,

d/dt ∫₀ᴸ xT dx = −DC_c = −P.

The first moment of the interstitial content falls at the constant rate P, whether or not the flux is steady. The law holds while clusters remain to pin C(L).

At the start the clusters contribute NR and the gap contributes nothing. At the moment t when the last clusters vanish, only the free interstitials in the gap contribute. By then their profile is the straight line of part (a). To see this, note that a deviation from the line vanishes at both ends of the gap, and its slowest part, sin(πx/R), decays at the rate π²D/R². The corresponding time is

R²/(π²D) = (2.5 × 10⁻¹¹)/(9.87 × 10⁻¹¹) s ≈ 0.25 s,

which is very short compared with 500 s. The final moment is therefore

∫₀ᴿ x (C_c x/R) dx = C_c R²/3.

The initial moment minus the loss Pt equals the final moment:

NR − Pt = C_c R²/3.

Divide by P and use C_c/P = 1/D:

t = NR/P − R²/(3D).

The correction is

R²/(3D) = (2.5 × 10⁻¹¹)/(3.0 × 10⁻¹¹) s = 0.83 s,

so t = 499.2 s. The sign is negative because the clusters can be gone before all their interstitials have reached the surface: some are still on their way through the gap. While the gap fills, the gradient at the layer is also steeper than its steady value, so the layer empties faster at first.

The half-time follows in the same way. When N/2 is still clustered, the final moment is NR/2 + C_c R²/3, and

t_half = NR/(2P) − R²/(3D) = 249.2 s.

A numerical solution of the diffusion equation, in which the flux out of the layer is not prescribed, gives 499.35 s and 249.30 s. Both agree with the formulas within the 0.25 s allowed for the grid and for sampling in time.

The correction is small because the gap holds few interstitials. Here C_c = P/D = 10¹⁷ cm⁻³, and the straight profile contains C_c R/2 = 2.5 × 10¹¹ cm⁻², a quarter of a percent of N. If N were comparable with C_c R, filling the gap would use up a large share of the clustered interstitials, and the estimate of part (a) would be poor.

**(c) Clusters spread over depth.** Let the clusters occupy a continuous range from a to b, with density n(x) per volume, and let the region below b be closed. Wherever clusters are present the free concentration is C_c. The profile there is flat, so no flux passes and nothing dissolves in the interior. Dissolution takes place at the shallow edge of the clustered region, and this edge moves down as a front.

When the front is at depth s, the steady flux to the surface is P/s. In a time dt the front must release the clusters in a slice ds:

n(s) ds = (P/s) dt.

Multiply by s and integrate from a to b:

∫ₐᵇ s n(s) ds = Pt.

The left side is N⟨x⟩, where ⟨x⟩ is the mean depth of the clustered interstitials. Therefore

t ≈ N⟨x⟩/P.

The mean depth sets the lifetime, and the width and shape of the profile have no further effect at this order. Shallow clusters dissolve quickly and deep ones slowly, and since the time per interstitial is proportional to depth, the average is a plain mean.

The moment identity supplies the small remainder. Let the free concentration start at C_c inside the clustered range and at zero above it. The initial free moment is C_c(b² − a²)/2. The final one, for a straight profile down to b, is C_c b²/3. Hence

N⟨x⟩ + C_c(b² − a²)/2 − Pt = C_c b²/3,

t = N⟨x⟩/P + (b²/6 − a²/2)/D.

For a = 20 nm and b = 80 nm the bracket is 1067 − 200 = 867 nm², or 8.67 × 10⁻¹² cm², which adds 0.87 s.

Two profiles over this range serve as a check. A uniform one has a mean depth of 50 nm, and N⟨x⟩/P = 500 s; the numerical solution gives 500.9 s. One that rises linearly from zero at 20 nm has a mean depth of 60 nm, and N⟨x⟩/P = 600 s; the numerical solution gives 601.0 s. In both cases the excess over N⟨x⟩/P is close to the estimated 0.87 s.

**(d) Which product is given?** Let C* and C_c be full concentrations again. With C_c = SC*,

P = D (C_c − C*) = (S − 1) DC*.

If DC* is the quantity equal to 10⁶ cm⁻¹ s⁻¹, the product that drives the flux is 100 times larger, and

t = NR/[(S − 1)DC*] = 500 s/100 = 5.0 s.

A transport product quoted without saying which concentration it contains therefore leaves the lifetime uncertain by the factor S − 1. The 500 s belong to the product formed with the concentration difference between layer and surface.

The diffusivity needs a second look here. With D = 10⁻¹¹ cm²/s, C* would be 10¹⁷ cm⁻³ and C_c about 10¹⁹ cm⁻³. Free interstitials in the gap would then number about 2.5 × 10¹³ cm⁻², a quarter of N, and the steady estimate would be poor. The numerical check uses D = 10⁻⁹ cm²/s, for which C* = 10¹⁵ cm⁻³ and the gap again holds little. It gives 4.993 s.

For the dopant, suppose that its diffusivity at the layer is proportional to the free interstitial concentration: D_dop = D_dop* C/C*, where D_dop* is the equilibrium value. While clusters remain, the diffusivity exceeds D_dop* by (S − 1)D_dop*. Over the lifetime t the extra diffusivity accumulates to

(S − 1) D_dop* t = D_dop* NR/(DC*).

The supersaturation has cancelled. Counted over the lifetime alone, this holds as long as the gap stores few free interstitials compared with N, which limits S. If the decay of the free excess after the last cluster has gone is counted too, it holds for any S. The moment identity of (b) then reads d/dt ∫₀ᴸ xT dx = −D [C(L) − C*], and since the moment falls from NR to zero, the time integral of the excess concentration at the layer is NR/D. With D = 10⁻¹¹ cm²/s and S = 101, for example, the lifetime of 4.17 s delivers 417 s of equivalent diffusion and the decay afterwards delivers the remaining 83 s. When the gap stores little, a higher S gives faster diffusion for a shorter time, and the product of the two is fixed by N, R and the equilibrium product. In the present case the extra broadening equals that of NR/(DC*) = 500 s of equilibrium diffusion, delivered in 5 s. So the same 500 s appears with a different meaning: it is an equivalent annealing time, and no longer the lifetime of the clusters.

**(e) Open bulk.** C is again the excess, and D = 10⁻¹¹ cm²/s. The layer now feeds the gap above and the bulk below.

For the gap, apply the moment method to the free interstitials between 0 and R. The layer is now at the edge of the region, so the slope at R does not vanish. Let J_up = D ∂C/∂x, taken just above the layer, be the flux that enters the gap:

d/dt ∫₀ᴿ xC dx = R J_up − P.

Integrate from 0 to t. The moment rises from zero to C_c R²/3, so with Q_up the time integral of J_up,

C_c R²/3 = R Q_up − Pt,

Q_up = Pt/R + C_c R/3 = P [t/R + R/(3D)].

For the bulk, let y = x − R be the distance below the layer and try C = C_c f(u) with u = y/(2√(Dt)). Since ∂u/∂t = −u/(2t) and ∂u/∂y = 1/(2√(Dt)), the diffusion equation becomes

−(u/(2t)) f′ = D f″/(4Dt), or f″ = −2u f′.

Hence f′ is proportional to exp(−u²). The conditions f(0) = 1 and f(∞) = 0 require the integral of f′ from 0 to ∞ to be −1. Because ∫₀^∞ exp(−u²) du = √π/2,

f′(u) = −(2/√π) exp(−u²).

The flux into the bulk at y = 0 is

J_down = −DC_c f′(0)/(2√(Dt)) = DC_c/√(πDt) = P/√(πDt).

Its time integral, with ∫₀ᵗ dt′/√t′ = 2√t, is

Q_down = 2P √(t/(πD)).

The clusters vanish when Q_up + Q_down = N:

t/R + R/(3D) + 2√(t/(πD)) = N/P.

Put s = √t and β = 1/√(πD), and multiply by R:

s² + 2βR s − [NR/P − R²/(3D)] = 0.

The positive root is

√t = −βR + √(β²R² + NR/P − R²/(3D)).

Numerically β = 1.784 × 10⁵ s^½/cm and βR = 0.892 s^½. Then

√t = −0.892 + √(0.796 + 499.17) = 21.47 s^½,

t = 461 s.

The numerical solution with an open bulk gives 461.2 s, against 460.9 s from the formula. The lifetime is about 39 s, or 8 percent, shorter than the 500 s of part (a).

By that time the bulk has taken up 7.7 × 10¹² cm⁻², or 7.7 percent of N. These interstitials are still in the crystal when the last cluster disappears, so the excess does not end abruptly at 461 s.

The relative weight of the bulk is the ratio of its uptake to the steady loss Pt/R:

Q_down/(Pt/R) = 2R/√(πDt).

At t = 500 s this is 8.0 percent. The surface wins because its gradient stays at C_c/R, while the gradient into the bulk flattens as the diffusion length grows. For a given P, a smaller D makes the bulk more important: C_c = P/D grows as 1/D, while the diffusion length √(Dt) shrinks only as √D, so the material below takes up more interstitials in a given time. The value of P alone is therefore not enough to decide whether the bulk may be neglected. The D used here is a model value, not one measured for a particular semiconductor. At the same P, a larger D makes both the filling correction and the bulk loss smaller, so the 8 percent should not be carried over to a real material without its own D.

In the opposite limit, t much shorter than R²/D, the layer does not yet feel the surface. Both sides then act as deep regions, and

N = 4P √(t/(πD)), or t = πDN²/(16P²).

The depth has dropped out. Since t = (π/16)(N/(C_c R))² R²/D, this limit requires N to be no larger than about C_c R = 5 × 10¹¹ cm⁻², which is far from the present case.

**Variation 1: an imperfect surface**

The bulk is closed again and the layer thin. The surface removes interstitials at the finite rate kC₀, where C₀ is the excess concentration at x = 0 and k = 1.0 × 10⁻⁵ cm/s. Find the lifetime.

In a steady state the flux through the gap equals the surface loss:

J = D(C_c − C₀)/R = kC₀.

From the second equality C₀ = J/k. Insert this in the first:

JR/D = C_c − J/k,

J (R/D + 1/k) = C_c.

Multiplying by D and solving for J gives

J = P/(R + ℓ), with ℓ = D/k.

The imperfect surface acts like an extra length ℓ of material in series with the gap, and

t = N(R + ℓ)/P.

Here ℓ = 10 nm, so the lifetime is that of a layer at 60 nm, namely 600 s. The formula leaves out the filling of the gap. The moment method of part (b), with the weight x + ℓ in place of x, makes the surface term cancel again and gives the correction −[(R + ℓ)³ − ℓ³]/[3D(R + ℓ)] = −1.2 s, so t = 598.8 s. The numerical solution on a 5 nm grid gives 599.0 s.

For ℓ much smaller than R the perfect sink returns. For ℓ much larger than R the lifetime tends to Nℓ/P = N/(kC_c). The surface reaction then controls the loss, and the depth of the layer no longer matters. A lifetime longer than NR/P can therefore point to a poor surface sink as well as to a transport product smaller than the one assumed.

**Variation 2: release in proportion to the remaining clusters**

The surface is perfect again, and the region below the layer is closed. The free concentration at the layer is no longer pinned, but falls with the clustered content: it equals C_c M/N, where C_c is now its initial value. A region below that had already filled to C_c would no longer be equivalent to a closed one, because it would give interstitials back as the concentration at the layer falls. Find M(t).

The steady flux is D(C_c M/N)/R, so

dM/dt = −PM/(NR).

Separating the variables and using M(0) = N gives

M(t) = N exp(−t/τ), with τ = NR/P = 500 s.

In this steady description the initial rate of loss is the same as in part (a), but the decay is exponential and has no end point. After 500 s a fraction 1/e, or 37 percent, is still clustered. The numerical solution on a 5 nm grid reaches 1/e at 500.2 s and 1/e² at 1001.0 s; the grid makes both values too large by about 0.2 s.

If N, R and P are known and the surface is a perfect sink, the two release laws can be told apart by the half-time, which is 250 s for pinned clusters and τ ln 2 = 347 s here. Without knowledge of the surface the half-time is not enough: pinned clusters under an imperfect surface have the half-time N(R + ℓ)/(2P), which is also close to 347 s for ℓ between 19 and 20 nm. The shape of M(t), linear or exponential, still differs. The statement that the clusters dissolve in 500 s thus rests on the pinned concentration. Under proportional release the same number is a decay time. Both laws are idealisations: real clusters coarsen during the anneal, and the concentration they sustain changes with their size.

The computed values behind all parts are listed in the numerical output below.

Table of computed values

```
Clustered interstitials N: 1.0e+14 cm^-2
Layer depth R: 50.0 nm = 5.0e-06 cm
Transport product P: 1.0e+06 cm^-1 s^-1
Diffusivity D: 1.0e-11 cm^2/s
Pinned excess concentration: 1.0e+17 cm^-3
Steady flux to surface P/R: 2.00e+11 cm^-2 s^-1
Dissolution time N R/P: 500.0 s = 8.33 min
Filling correction R^2/(3D): 0.83 s
Corrected time, formula: 499.17 s
Thin layer, simulated time: 499.35 s
Thin layer, simulated half-time: 249.30 s
Profile box, mean depth: 50.00 nm
Profile box, N<x>/P: 500.0 s
Profile box, simulated time: 500.9 s
Profile ramp, mean depth: 60.00 nm
Profile ramp, N<x>/P: 600.0 s
Profile ramp, simulated time: 601.0 s
Supersaturation case, S: 101 (dimensionless)
Supersaturation case, D: 1.0e-09 cm^2/s
Supersaturation case, C*: 1.0e+15 cm^-3
Supersaturation case, formula: 5.000 s
Supersaturation case, simulated: 4.993 s
Imperfect surface, length D/k: 10.0 nm
Imperfect surface, velocity k: 1.0e-05 cm/s
Imperfect surface, formula: 600.0 s
Imperfect surface, simulated: 599.0 s
Open bulk, formula: 460.9 s
Open bulk, simulated: 461.2 s
Open bulk, uptake by bulk: 7.66e+12 cm^-2
Open bulk, share of N: 7.7 percent
Open bulk, estimate 2R/sqrt(pi D t) at t = N R/P: 8.0 percent
Proportional release, simulated 1/e time: 500.2 s
Proportional release, simulated 1/e^2 time: 1001.0 s
```
